# External dipole of a regularised cylindrical thermal cloak

A thin plate of isotropic conductivity \(k_0\) carries a steady heat current. Far away the temperature is \(T=Gx=Gr\cos\theta\), up to a constant that is set to zero. An object occupying \(r<a\) would distort this field. To hide it, the ring \(a<r<b\) is filled with a material designed by a change of coordinates: a virtual plate with radial coordinate \(r'\) is stretched so that a small disc \(r'<\epsilon\) becomes the core \(r<a\). The map is

\[
r'=f(r),\qquad f(a)=\epsilon>0,\qquad f(b)=b,\qquad f'(r)>0\quad(a<r<b),
\]

with \(r'=r\) for \(r>b\), \(r'=\epsilon r/a\) for \(r<a\), and the angle unchanged. Temperature and normal heat flux are continuous at all interfaces, no heat is produced in the core or cloak, none leaves through the plate's faces, and conductivities do not depend on temperature. For a uniform isotropic core the exterior field has the form

\[
T=G\left(r+\frac{D}{r}\right)\cos\theta ,\qquad r>b. \tag{1}
\]

The coefficient \(D\), an area, measures the dipole disturbance. The problem is to find how large it can be.

## (a) Which conductivity must the cloak have?

**Solution.** Steady conduction, including the interface conditions, is equivalent to

\[
\int \nabla w\cdot k\nabla T\,d^2x=0
\]

for every continuous, piecewise smooth test function \(w\) that vanishes at large distance. Let \(J_{ij}=\partial x_i/\partial x'_j\), and carry temperatures and test functions over unchanged, \(T'(x')=T(x)\). The chain rule gives \(\nabla'T'=J^{T}\nabla T\), and areas obey \(d^2x'=d^2x/\det J\). The virtual equation therefore becomes

\[
0=\int\nabla'w'\cdot k'\nabla'T'\,d^2x'
=\int \nabla w\cdot\frac{Jk'J^{T}}{\det J}\nabla T\,d^2x ,
\]

so the physical plate has the same temperatures at corresponding points if

\[
k=\frac{Jk'J^{T}}{\det J}. \tag{2}
\]

In the cloak \(k'=k_0\). A radial step is stretched by \(dr/dr'=1/f'\) and a tangential step by \(r/f\), so \(\det J=r/(ff')\). Equation (2) gives

\[
k_r=k_0\frac{1}{f'^2}\frac{ff'}{r}=k_0\frac{f}{rf'},\qquad
k_\theta=k_0\frac{r^2}{f^2}\frac{ff'}{r}=k_0\frac{rf'}{f}. \tag{3}
\]

Their product is \(k_0^2\) at every radius.

In the core \(J=(a/\epsilon)I\). Then \(JJ^T=(a/\epsilon)^2I\) and \(\det J=(a/\epsilon)^2\), so the factors cancel. A core of conductivity \(k_c\) thus appears in the virtual plate as a disc of radius \(\epsilon\) with the same conductivity \(k_c\). This cancellation belongs to two dimensions.

## (b) Find \(D\) and the core gradient for a uniform isotropic core.

**Solution.** The virtual plate contains one disc in a uniform host. The solution that is regular at the centre and has the required far field is

\[
T'=GCr'\cos\theta\quad(r'<\epsilon),\qquad
T'=G\left(r'+\frac{D}{r'}\right)\cos\theta\quad(r'>\epsilon).
\]

This \(D\) is the one in (1), because the map is the identity outside \(b\). Continuity of temperature and of \(k\,\partial T'/\partial r'\) at \(r'=\epsilon\) requires

\[
C=1+\frac{D}{\epsilon^2},\qquad
k_cC=k_0\left(1-\frac{D}{\epsilon^2}\right).
\]

Inserting the first relation in the second and collecting \(D\) gives \((k_0+k_c)D/\epsilon^2=k_0-k_c\). Hence

\[
D=\epsilon^2\frac{k_0-k_c}{k_0+k_c},\qquad
C=\frac{2k_0}{k_0+k_c}. \tag{4}
\]

Since \(|k_0-k_c|\le k_0+k_c\) for non-negative conductivities,

\[
|D|\le\epsilon^2 ,\qquad 0\le k_c\le\infty. \tag{5}
\]

The constant in this bound does not depend on \(k_c\). The limits \(k_c\to0\) and \(k_c\to\infty\) give \(D=+\epsilon^2\) and \(D=-\epsilon^2\), so the bound cannot be lowered. A core with \(k_c=k_0\) gives no dipole. Outside the cloak the temperature disturbance is at most \(G\epsilon^2/b\), which is of order \(\epsilon^2\) when \(G\) and \(b\) are held fixed.

Inside the core \(r'=\epsilon r/a\), so the physical temperature gradient is

\[
G_{\rm core}=G\frac{\epsilon}{a}\frac{2k_0}{k_0+k_c}\le 2G\frac{\epsilon}{a}. \tag{6}
\]

The core is shielded to first order in \(\epsilon\), while the exterior dipole is of second order. For \(k_c=0\), (6) is the limit of a very poorly conducting filling.

## (c) Does the shape of \(f\) between \(a\) and \(b\) matter?

**Solution.** Work directly in the physical ring. With \(T=GR(r)\cos\theta\), conduction requires

\[
\frac{d}{dr}\left(rk_r\frac{dR}{dr}\right)=\frac{k_\theta}{r}R. \tag{7}
\]

Try \(R=f+D/f\). From (3),

\[
rk_rR'=k_0\frac{f}{f'}\left(f'-\frac{Df'}{f^2}\right)=k_0\left(f-\frac{D}{f}\right).
\]

Its derivative is \(k_0f'(1+D/f^2)\). The right side of (7) is \(k_0(f'/f)(f+D/f)\), which is the same expression. At \(r=b\), where \(f=b\), both \(R\) and \(rk_rR'\) join the exterior field (1). At \(r=a\), a core field proportional to \(r\) has \(rk_cR'/R=k_c\), so

\[
k_0\frac{\epsilon-D/\epsilon}{\epsilon+D/\epsilon}=k_c ,
\]

which again gives (4). The profile has dropped out: with an ideal cloak, \(D\) depends on the map through \(\epsilon\) alone.

The same calculation covers a non-uniform applied field \(r^m\cos m\theta\), with \(m\) a positive integer. Now \(k_\theta\) in (7) is multiplied by \(m^2\). For \(R=f^m+D_mf^{-m}\),

\[
rk_rR'=mk_0(f^m-D_mf^{-m}),
\]

and differentiation gives \(m^2k_0(f'/f)(f^m+D_mf^{-m})\), as required. A uniform core has \(rk_cR'/R=mk_c\) at \(a\), so

\[
D_m=\epsilon^{2m}\frac{k_0-k_c}{k_0+k_c}.
\]

## (d) Does the bound survive an arbitrary passive core?

**Solution.** Let the core conductivity be a symmetric tensor that varies with position and lies between two positive constants. The applied field is \(g\cdot x\), and the dipole part of the exterior disturbance is \((\mathbf Dg)\cdot x/r^2\), with \(\mathbf D\) a \(2\times2\) matrix.

On the virtual circle \(r'=\epsilon\), let \(\Lambda\) turn a boundary temperature \(u\) into \(n\cdot k'\nabla'T'\) on the core side, where \(n\) is the outward unit normal. Green's identity gives

\[
\oint w\,\Lambda u\,ds=\int_{r'<\epsilon}\nabla'T'_w\cdot k'\nabla'T'_u\,d^2x' ,
\]

where \(T'_u\) and \(T'_w\) are the core solutions with boundary values \(u\) and \(w\). Hence \(\Lambda\) is symmetric and non-negative. Because there is no source, the mean temperature on the circle is a removable constant, and functions of zero mean suffice.

For the host, let \(N\) multiply the angular harmonic of order \(m\) by \(k_0m/\epsilon\). The applied part \(u_0\) grows as \(r'^m\) and has normal derivative term \(+Nu_0\). The disturbance \(v\) decays as \(r'^{-m}\) and has \(-Nv\). Flux continuity then reads

\[
\Lambda(u_0+v)=Nu_0-Nv
\quad\Longrightarrow\quad
(N+\Lambda)v=(N-\Lambda)u_0 .
\]

Set \(M=N^{-1/2}\Lambda N^{-1/2}\), which is symmetric, non-negative and, for the stated conductivities, bounded. Factoring \(N^{1/2}\) from both sides gives

\[
N^{1/2}v=S\,N^{1/2}u_0,\qquad S=(1+M)^{-1}(1-M). \tag{8}
\]

A spectral value \(\mu\ge0\) of \(M\) becomes \((1-\mu)/(1+\mu)\), which lies between \(-1\) and \(1\). Therefore \(S\) is symmetric and \(|\langle p,Sp\rangle|\le\langle p,p\rangle\) for every \(p\), where \(\langle\,,\rangle\) is the integral of a product around the circle.

To extract the dipole, write \(u_g=\epsilon\,g\cdot n\) for the applied field and \(u_h=\epsilon\,h\cdot n\) for a second direction. The first harmonic of \(v\) is \((\mathbf Dg)\cdot n/\epsilon\). With \(\oint n_in_j\,ds=\pi\epsilon\delta_{ij}\),

\[
\langle u_h,Nv\rangle=\pi k_0\,h\cdot\mathbf Dg,\qquad
\langle u_h,Nu_g\rangle=\pi k_0\epsilon^2\,h\cdot g .
\]

By (8) the first expression equals \(\langle N^{1/2}u_h,SN^{1/2}u_g\rangle\). Symmetry of \(S\) makes \(\mathbf D\) symmetric, and setting \(h=g\) gives

\[
|g\cdot\mathbf Dg|\le\epsilon^2|g|^2. \tag{9}
\]

Both eigenvalues of \(\mathbf D\) therefore lie in \([-\epsilon^2,\epsilon^2]\). The bound contains no conductivity contrast, so it also holds for voids and perfect conductors obtained as limits in which \(\mathbf D\) converges.

There is also an equality. Suppose \(T(x)\) solves the problem of the bare core, without cloak, in the host. The virtual core is its copy shrunk by \(\epsilon/a\), and its solution is \(T'(x')=(\epsilon/a)T(ax'/\epsilon)\). The applied term remains \(g\cdot x'\), while the dipole term acquires \((\epsilon/a)^2\):

\[
\mathbf D_{\rm cloaked}=\left(\frac{\epsilon}{a}\right)^2\mathbf D_{\rm bare}. \tag{10}
\]

The word passive is essential. If the core releases power \(Q\) in a plate of thickness \(t\), conservation requires \(-2\pi rtk_0\,\partial\bar T/\partial r=Q\) for the angular mean \(\bar T\). This adds \(-Q\ln r/(2\pi k_0t)\) outside, and no choice of \(\epsilon\) removes it.

## (e) What does a small \(\epsilon\) demand of the material?

**Solution.** For the linear map \(f=\epsilon+(b-\epsilon)(r-a)/(b-a)\), equation (3) at the inner edge gives

\[
\frac{k_r(a)}{k_0}=\frac{\epsilon(b-a)}{a(b-\epsilon)},\qquad
\frac{k_\theta(a)}{k_0}=\frac{a(b-\epsilon)}{\epsilon(b-a)} .
\]

As \(\epsilon\to0\) the first tends to zero and the second diverges as \(1/\epsilon\). This is the singularity that a finite \(\epsilon\) avoids.

Because the profile is free, constant conductivities can be sought. The power map \(f=b(r/b)^p\) has \(rf'/f=p\), and \(f(a)=\epsilon\) fixes \(p\):

\[
k_r=\frac{k_0}{p},\qquad k_\theta=pk_0,\qquad
p=\frac{\ln(b/\epsilon)}{\ln(b/a)}. \tag{11}
\]

The demand still diverges, but logarithmically.

This medium can be approximated by thin rings of two isotropic materials, \(k_H\) and \(k_L\), with equal shares in \(\ln r\). Radially they act in series and tangentially in parallel:

\[
\frac1{k_r}=\frac12\left(\frac1{k_H}+\frac1{k_L}\right),\qquad
k_\theta=\frac{k_H+k_L}{2}.
\]

The product is \(k_rk_\theta=k_Hk_L\), which must equal \(k_0^2\), while the sum must be \(2pk_0\). The two materials are thus the roots of \(k^2-2pk_0k+k_0^2=0\):

\[
k_{H,L}=k_0\left(p\pm\sqrt{p^2-1}\right). \tag{12}
\]

## (f) Evaluate a steel plate with \(a=10\) mm, \(b=20\) mm and \(\epsilon=2\) mm.

**Solution.** Take \(k_0=15\) W/(m K), a rough value for stainless steel, and \(G=0.5\) K/mm. The bound is \(\epsilon^2=4\) mm², against \(a^2=100\) mm² for a bare core. For a core like copper, roughly \(400\) W/(m K),

\[
D=4\,\frac{15-400}{15+400}=-3.71\ \text{mm}^2,\qquad
G_{\rm core}=0.5\cdot\frac{2}{10}\cdot\frac{30}{415}=0.0072\ \text{K/mm}.
\]

Direct integration of (7) for the linear map gives these same values, and the others below.

| Core | \(D\) (mm²) | Core gradient (K/mm) |
|---|---:|---:|
| Void limit | 4.000 | 0.200 |
| Foam-like, 0.03 W/(m K) | 3.984 | 0.200 |
| Same as plate | 0.000 | 0.100 |
| Copper-like | −3.711 | 0.007 |
| Perfect conductor | −4.000 | 0.000 |

For the void, integration with \(\epsilon=1\), 2 and 4 mm gives \(D=1\), 4 and 16 mm², with all else fixed. At \(r=b\) the largest possible dipole disturbance for \(\epsilon=2\) mm is \(0.5\cdot4/20=0.10\) K, compared with 2.5 K for a bare core. The applied temperature there has amplitude \(Gb=10\) K.

A lopsided core tests part (d). With \(s=r/a\), its conductivities are \(k_r=k_0\exp(3s\cos\theta+s^2\sin2\theta)\) and \(k_\theta=(1+2s^2)k_r\). A two-dimensional solution gives bare dipole eigenvalues of −35.89 and 5.46 mm². Multiplication by \((2/10)^2=0.04\) predicts −1.436 and 0.218 mm². The solution with the linear-map cloak gives −1.436 and 0.218 mm², and doubling its radial mesh in the cloak changes no element of the tensor by more than 0.0006 mm².

The linear map needs \(k_r=1.67\) and \(k_\theta=135\) W/(m K) at its inner edge. The power map has \(p=3.32\) and needs 4.5 and 50 W/(m K) throughout. By (12), its two layer materials have \(k_H=97\) and \(k_L=2.3\) W/(m K).

## (g) How far do real imperfections move the result?

**Solution.** Consider first the finite number of layers. Each cell consists, in \(\ln r\), of a quarter of \(k_H\), a half of \(k_L\) and a quarter of \(k_H\). For a void core, 5, 10, 20 and 40 cells give \(D=-0.78\), 2.78, 3.69 and 3.92 mm². The error relative to 4 mm² falls by about four at each doubling. With ten cells the copper-like core gives −5.00 mm², which exceeds \(\epsilon^2\) in magnitude. The bound belongs to the ideal cloak, not to a coarse laminate.

Next, suppose both cloak conductivities are too high by a fraction \(\delta\), with a void core. Equation (7) and the condition of zero flux at \(a\) are unchanged, so \(R\propto f+\epsilon^2/f\) still holds. With \(q=\epsilon^2/b^2\), matching at \(b\) gives

\[
\frac{1-D/b^2}{1+D/b^2}=(1+\delta)\frac{1-q}{1+q}
\quad\Longrightarrow\quad
\frac{D}{b^2}=\frac{2q-\delta(1-q)}{2+\delta(1-q)} .
\]

Expanding to first order in \(\delta\),

\[
D\simeq\epsilon^2-\frac{b^2\delta}{2}(1-q^2). \tag{13}
\]

The error term does not vanish with \(\epsilon\). For \(\delta=0.01\) it is about \(-400\cdot0.01/2=-2\) mm², and the ten-cell laminate gives −1.99 mm². Here it happens to offset the void's positive dipole. For a perfect conductor \(q\) changes sign, the error keeps its sign, and the two add.

In a real device of this kind, the plate could be stainless steel, the better conductor a brass and the poorer one a filled epoxy. The required conductivities are plausible for these classes, but an actual pair would have to be measured and matched closely: an error of one percent in either material alone shifts the ten-cell void result by about 1 mm². Perfect contact is a further assumption, and the size of its failure depends on the bonds. A bond resistance of \(10^{-6}\) m² K/W at every change of material and at both cloak edges shifts the ten-cell void result by 0.8 mm²; \(10^{-5}\) m² K/W shifts it by 7.9 mm², nearly twice \(\epsilon^2\). These resistances are illustrative: a glue line only 2 μm thick with a conductivity of 0.2 W/(m K) already has the larger one. A known resistance could be included in the layer design.

Heat loss from the faces also matters. For a 5 mm plate with surroundings at its central temperature, the ideal power-map cloak around a void was compared with an uncloaked plate that loses heat in the same way. The exterior radial functions \(r\) and \(1/r\) in (1) are then replaced by \(2I_1(\kappa r)/\kappa\) and \(\kappa K_1(\kappa r)\), with modified Bessel functions and \(\kappa^2=2h/(k_0t)\), where \(h\) is the loss coefficient per face and \(t\) the thickness. They return to \(r\) and \(1/r\) as \(h\to0\), and \(D\) is the coefficient of the second. Radiation at 300 K with emissivity 0.1 corresponds to \(h=0.61\) W/(m² K) per face and shifts \(D\) by 0.18 mm². Air convection with a rough \(h=10\) W/(m² K) shifts it by 3.0 mm². The low emissivity suits a polished metal surface; bare epoxy radiates much more strongly. With emissivity 0.9 on the epoxy rings, averaged over the cloak, and 0.1 elsewhere, the shift becomes about −0.5 mm². A metallic coating would reduce the radiation, but it also conducts along the plate. One micrometre of aluminium, taken at roughly 237 W/(m K), on each face adds \(2\cdot237\cdot10^{-6}/0.005\approx0.09\) W/(m K) to the effective conductivity of the epoxy rings, about four percent of \(k_L\). If the film covers the epoxy rings alone, this shifts the ten-cell void result by about −3.6 mm², nearly \(\epsilon^2\) in size. If it covers the whole plate, the brass and the steel gain the same amount, and the shift is about −2.5 mm². A coating must therefore be much thinner than this or be included in the layer design. Through the thickness, \(ht/k_L=0.02\) in air, which supports the two-dimensional description.

Temperature dependence enters through (13). If both cloak materials drift alike, by a rough 0.001 per kelvin relative to the plate, a mean temperature 10 K from the design value produces the one-percent mismatch above. The variation of conductivity across the 20 K span of the device has not been included.

These shifts set a practical limit on \(\epsilon\). Once \(\epsilon^2\) is smaller than the dipole caused by bonds, mismatch and loss, reducing \(\epsilon\) further demands more extreme materials without a matching gain in concealment, unless errors of opposite sign happen to cancel. The numerical output below lists most of the computed values.

## Calculated quantities

```
a, b, eps = 10.0, 20.0, 2.0 mm
plate conductivity k0 = 15.0 W/(m K), thickness 5.0 mm
applied gradient G = 0.50 K/mm
bound eps^2 = 4.000 mm^2; bare bound a^2 = 100.0 mm^2
reduction factor (a/eps)^2 = 25.0
Integrated radial equation, linear map:
 void: kc=0 W/(m K), D=4.0000 mm^2, core gradient=0.20000 K/mm
 foam-like: kc=0.03 W/(m K), D=3.9840 mm^2, core gradient=0.19960 K/mm
 steel-like: kc=15 W/(m K), D=0.0000 mm^2, core gradient=0.10000 K/mm
 copper-like: kc=400 W/(m K), D=-3.7108 mm^2, core gradient=0.00723 K/mm
 perfect conductor: kc=inf W/(m K), D=-4.0000 mm^2, core gradient=0.00000 K/mm
 void core, eps=1 mm: D=1.0000 mm^2
 void core, eps=2 mm: D=4.0000 mm^2
 void core, eps=4 mm: D=16.0000 mm^2
largest disturbance at r=b, cloaked: 0.1000 K
largest disturbance at r=b, bare core: 2.5000 K
Lopsided anisotropic core, two-dimensional solver:
 bare dipole eigenvalues = -35.893, 5.456 mm^2
 cloaked eigenvalues = -1.4356, 0.2184 mm^2
 shift on doubling cloak mesh = 5.17e-04 mm^2
linear map, inner edge: k_r=1.667, k_theta=135.000 W/(m K)
linear map, outer edge: k_r=8.333, k_theta=27.000 W/(m K)
power map: exponent p=3.3219, k_r=4.515, k_theta=49.829 W/(m K)
laminate: k_high=97.35, k_low=2.311 W/(m K)
 5 cells: D(void)=-0.781, D(copper-like)=-8.767 mm^2
 10 cells: D(void)=2.781, D(copper-like)=-4.999 mm^2
 20 cells: D(void)=3.694, D(copper-like)=-4.034 mm^2
 40 cells: D(void)=3.923, D(copper-like)=-3.792 mm^2
Neglected effects, void core, change of D:
 ten cells instead of ideal cloak: -1.219 mm^2
 bond resistance 1e-06 m^2 K/W, ten cells: 0.813 mm^2
 bond resistance 1e-05 m^2 K/W, ten cells: 7.892 mm^2
 cloak conductivities 1 % high: -1.990 mm^2
 radiation, emissivity 0.1, 300 K, h=0.612 W/(m^2 K): 0.178 mm^2
 air convection, h=10 W/(m^2 K): 2.989 mm^2
 through-thickness ratio h t/k_low in air = 0.0216
 temperature span across cloak 2bG = 20.0 K
```
